# Muto's law for the residual resistivity of a B2 compound

## The result

Let an equiatomic compound AB have the B2 structure, with long-range order parameter $S$. If the occupations of different sites are uncorrelated, and the electron states, the Fermi surface and the A–B potential difference are held fixed while $S$ varies, the residual resistivity in Born approximation is

$$\rho(S)=(1-S^2)\,\rho(0).$$

Below, this relation is called Muto's law. The condition of fixed states matters, because ordering also changes the average crystal in which the electrons move. Two derivations follow. The first uses the Boltzmann equation and leaves the shape of the potentials open. The second uses linear response and averaged Green functions in a one-band model. The comparison then releases the assumptions one at a time.

The algebra is in atomic units, $\hbar=e=m=1$, with electron charge $-1$. The crystal has $N$ sites and volume $V=NV_s$. Phonons, static displacements and spin-flip scattering are left out.

## What disorder looks like to an electron

The sites form two equal sublattices, $\alpha$ and $\beta$. Let $c_i=1$ if site $i$ holds an A atom and $c_i=0$ otherwise. The order parameter is defined by the probabilities of finding A,

$$r_\alpha=\frac{1+S}{2},\qquad r_\beta=\frac{1-S}{2}.$$

Perfect order is $S=1$, and $S=0$ is complete disorder. With atomic potentials $v_A$ and $v_B$, and $\Delta v=v_A-v_B$, the potential is

$$\sum_i\left[v_B(\mathbf r-\mathbf R_i)+c_i\,\Delta v(\mathbf r-\mathbf R_i)\right].$$

Write $c_i=\langle c_i\rangle+\eta_i$. The mean part has the B2 period, so its eigenstates are Bloch states, which carry current without resistance. What scatters is

$$U=\sum_i\eta_i\,\Delta v(\mathbf r-\mathbf R_i),\qquad \langle\eta_i\rangle=0.$$

Since $c_i^2=c_i$, the variance on a site of A probability $r$ is $\langle\eta_i^2\rangle=r-r^2$. On both sublattices this gives

$$\langle\eta_i^2\rangle=\frac{(1+S)(1-S)}{4}=\frac{1-S^2}{4}.$$

For different sites, independence gives $\langle\eta_i\eta_j\rangle=\langle\eta_i\rangle\langle\eta_j\rangle=0$. Together,

$$\langle\eta_i\eta_j\rangle=\frac{1-S^2}{4}\,\delta_{ij}. \tag{1}$$

Both derivations rest on (1).

## First derivation: the collision operator

Let $k$ label the Bloch states of the mean crystal, band index included, and let $M_i(k',k)$ be the matrix element of $\Delta v(\mathbf r-\mathbf R_i)$ between two of them. By the golden rule, the rate from $k$ to $k'$ contains

$$\left\langle\Big|\sum_i\eta_iM_i\Big|^2\right\rangle=\sum_{ij}\langle\eta_i\eta_j\rangle M_iM_j^*=\frac{1-S^2}{4}\sum_i|M_i|^2.$$

The configurational average is justified in a large crystal, where an electron has many final states. Therefore

$$W_{kk'}=(1-S^2)\,W^{0}_{kk'},\qquad W^0_{kk'}=\frac{2\pi}{4}\sum_i|M_i(k',k)|^2\,\delta(E_k-E_{k'}).$$

The matrix elements may differ between $\alpha$ and $\beta$ sites. The common factor survives because the variances are equal.

Apply a field $\mathcal E$ along $x$, so that $\dot k_x=-\mathcal E$. Write the distribution as $f_k=f_0+(-f_0')\varphi_k$, where $f_0'=\partial f_0/\partial E$. To first order in $\mathcal E$ the steady state obeys

$$-\mathcal E\,v_xf_0'=\sum_{k'}W_{kk'}(f_{k'}-f_k)=(-f_0')\sum_{k'}W_{kk'}(\varphi_{k'}-\varphi_k).$$

The Pauli factors have cancelled because $W_{kk'}=W_{k'k}$, and $f_0'$ comes out of the sum because the collisions are elastic. Define the collision operator $(L\varphi)_k=\sum_{k'}W_{kk'}(\varphi_k-\varphi_{k'})$. Then $L\varphi=-\mathcal E v_x$. The current density, with a factor 2 for spin, is $j=-(2/V)\sum_kv_x(-f_0')\varphi_k$, so

$$\sigma=\frac{j}{\mathcal E}=\frac2V\sum_k(-f_0')\,v_x\,(L^{-1}v_x)_k .$$

A constant $\varphi$ gives $L\varphi=0$, which is particle conservation. The velocity averages to zero on the Fermi surface, so it is orthogonal to that null space. Since $L$ is symmetric, $L^{-1}v_x$ then exists if scattering connects the whole surface.

Every rate carries the factor $1-S^2$, so $L=(1-S^2)L_0$ and $L^{-1}=L_0^{-1}/(1-S^2)$. With states and velocities fixed, $\sigma(S)=\sigma(0)/(1-S^2)$. In a cubic crystal $\rho=1/\sigma$, which is the stated law. No relaxation time was assumed.

### A model that gives the prefactor

Take one orbital per site, site energies $+\Delta/2$ for A and $-\Delta/2$ for B, and nearest-neighbour hopping $-t$. Without the mean potential difference between the sublattices, the band is that of the bcc lattice,

$$\varepsilon_{\mathbf k}=-8t\cos\theta_x\cos\theta_y\cos\theta_z,\qquad \theta_i=\tfrac12k_ia .$$

The site volume is $V_s=a^3/2$. Here $|M_i|=\Delta/N$, so $\sum_i|M_i|^2=\Delta^2/N$. Let $g$ be the density of states per site and spin at the Fermi energy, so that $\sum_{k'}\delta(\varepsilon_F-\varepsilon_{k'})=Ng$. The total scattering rate is

$$\frac1\tau=2\pi\,\frac{\Delta^2}{4}(1-S^2)\,g. \tag{2}$$

The rates do not depend on the direction of $\mathbf k'$ and the velocity is odd in $\mathbf k'$, so $\sum_{k'}W_{kk'}v_x(k')=0$. Hence $Lv_x=v_x/\tau$. At low temperature $-f_0'$ is a delta function, and

$$\sigma=\frac{2g\tau\langle v_x^2\rangle}{V_s},$$

where $\langle\cdots\rangle$ on functions of $\mathbf k$ is an average over the Fermi surface, weighted by the density of states. Inserting (2), $g$ cancels:

$$\rho=\frac{V_s}{2g\langle v_x^2\rangle}\cdot\frac{2\pi\Delta^2(1-S^2)g}{4}=\frac{\pi V_s\Delta^2(1-S^2)}{4\langle v_x^2\rangle}. \tag{3}$$

## Second derivation: linear response

This route follows quantum amplitudes and does not use a distribution function. It treats the same model, again with the mean sublattice potential difference left out.

**Conductivity from absorbed power.** A field $\mathcal E\cos\omega t$ couples to the electrons through a vector potential, giving a perturbation $v_x$ times an oscillation of amplitude $\mathcal E/\omega$. Half of that amplitude drives absorption, so the golden-rule rate from exact eigenstate $m$ to $n$ of the disordered crystal is $2\pi(\mathcal E/2\omega)^2|v_{mn}|^2\delta(E_n-E_m-\omega)$. Each net transition absorbs $\omega$. Equating the absorbed power to $\tfrac12\sigma\mathcal E^2V$, with a factor 2 for spin, gives

$$\sigma(\omega)=\frac{2\pi}{V}\sum_{mn}\frac{f_m-f_n}{\omega}|v_{mn}|^2\delta(E_n-E_m-\omega).$$

As $\omega\to0$ at zero temperature, $(f_m-f_n)/\omega\to\delta(E_F-E_m)$. Thus

$$\sigma=\frac{2\pi}{V}\,\mathrm{Tr}\left[v_x\,\delta(E_F-H)\,v_x\,\delta(E_F-H)\right]. \tag{4}$$

**The averaged propagator.** Let $G=(E-H+i0)^{-1}$, and let $G_0$ be the same without $U$. Expanding,

$$G=G_0+G_0UG_0+G_0UG_0UG_0+\cdots .$$

The average of the second term vanishes. In the third, $U=\sum_i\Delta\,\eta_i|i\rangle\langle i|$ and (1) give

$$\langle UG_0U\rangle=\Delta^2\,\frac{1-S^2}{4}\sum_i|i\rangle\langle i|G_0|i\rangle\langle i|=\Sigma\,\mathbb 1 .$$

To second order in $\Delta$ this unit is the whole self-energy, and higher orders are dropped. Repeating it gives the geometric series $\langle G_k\rangle=(E-\varepsilon_k-\Sigma)^{-1}$. The real part of $\Sigma$ shifts all energies equally and leaves the Fermi surface unchanged at fixed filling. Since $\mathrm{Im}\langle i|G_0|i\rangle=-\pi g$,

$$-\mathrm{Im}\,\Sigma=\pi\,\frac{\Delta^2}{4}(1-S^2)\,g=\frac1{2\tau},$$

with the same $\tau$ as in (2). An amplitude thus decays as $e^{-t/2\tau}$ and a probability as $e^{-t/\tau}$.

**The average of the product.** Equation (4) contains two propagators in the same random crystal. Terms in which one site scatters in both contain $\langle i|G\,v_x\,G'|i\rangle=N^{-1}\sum_kG_kv_x(k)G'_k$, where $G$ and $G'$ are averaged propagators. The propagators are even in $\mathbf k$ and the velocity is odd, so these terms vanish. Terms with crossed scattering sequences are dropped, which is an assumption of weak scattering. The averages may then be taken separately, and $\delta(E_F-H)$ becomes, for each $k$,

$$A_k=\frac1\pi\,\frac{\gamma_0}{(E_F-\varepsilon_k)^2+\gamma_0^2},\qquad\gamma_0=\frac1{2\tau}.$$

If the band properties vary little over an energy $\gamma_0$, the integral needed is

$$\int A^2\,d\varepsilon=\frac{\gamma_0^2}{\pi^2}\cdot\frac{\pi}{2\gamma_0^3}=\frac1{2\pi\gamma_0}=\frac\tau\pi .$$

Hence

$$\sigma=\frac{2\pi}{V}\,Ng\langle v_x^2\rangle\,\frac\tau\pi=\frac{2g\tau\langle v_x^2\rangle}{V_s},$$

which reproduces (3) and the factor $1-S^2$.

## What each derivation assumes

Both use (1), second order in the potential difference, and fixed mean-crystal states. The Boltzmann route accepts any bands and any shape of $\Delta v$, but it assumes that successive collisions are incoherent. The linear-response route starts from exact eigenstates, so that assumption becomes visible as the dropped crossed terms. Its simple form needs site-local scatterers.

The decay law was tested on waves in explicit random lattices of 32768 sites, with $\Delta=0.4$ eV, $t=0.6$ eV, $\varepsilon_F=-2$ eV and eight starting waves. After a time of $8\hbar$/eV, equation (2) predicts $t/\tau=0.168$ at $S=0$. The mean negative logarithm of the survival probability was 0.170, and that of the remaining velocity was 0.171. Their near equality agrees with the vanishing of in-scattering. At $S=0.6$ the two losses fell to 0.640 and 0.637 of their values at $S=0$, where the law gives $1-S^2=0.640$.

### Releasing the fixed states

The mean site energies are $\pm h$ on the two sublattices, with $h=S\Delta/2$. For $\mathbf k$ in the simple cubic zone, where $\varepsilon_k\le0$, the mean Hamiltonian and its energies are

$$H_k=\begin{pmatrix}h&\varepsilon_k\\ \varepsilon_k&-h\end{pmatrix},\qquad E=\pm\sqrt{\varepsilon_k^2+h^2}.$$

Take the Fermi level in the lower band. There $E$ rises steadily with $\varepsilon$, so at fixed filling the Fermi surface remains $\varepsilon_k=\varepsilon_F$. Three things change:

- The velocity becomes $(dE/d\varepsilon)v_x=(\varepsilon_F/E)v_x$.
- The density of states becomes $g|E/\varepsilon_F|$.
- The sublattice weights become $w_{\alpha,\beta}=\tfrac12(1\pm h/E)$.

A Bloch state now has weight $2w_s/N$ on each site of sublattice $s$. Summing over the $N/2$ sites of each sublattice gives $\sum_i|M_i|^2=(2\Delta^2/N)(w_\alpha^2+w_\beta^2)=(\Delta^2/N)(1+h^2/E^2)$. The scattering rate therefore gains the factor $(1+h^2/E^2)|E/\varepsilon_F|$. The product of density of states and squared velocity gains $|E/\varepsilon_F|(\varepsilon_F/E)^2=|\varepsilon_F/E|$. Resistivity is proportional to the first divided by the second:

$$\frac{\rho(S)}{\rho(0)}=(1-S^2)\frac{E^2+h^2}{\varepsilon_F^2}=(1-S^2)\left[1+\frac{S^2\Delta^2}{2\varepsilon_F^2}\right]. \tag{5}$$

Muto's law is the leading order in $\Delta$. It fails near half filling, $\varepsilon_F\to0$, where ordering opens a gap at the Fermi level. For $\Delta=2$ eV, $\varepsilon_F=-2$ eV and $S=0.8$, diagonalizing the mean crystal on a $\mathbf k$ grid and keeping Born scattering gave a ratio of 0.477, and equation (5) gives 0.475.

Equation (5) is only part of the correction at order $\Delta^2$, because repeated scattering on one site enters at the same order. The coherent potential approximation, described in the worked example, includes both parts but leaves out crossed scattering between different sites, which also enters at this order. Within this approximation the two parts nearly cancel for these parameters. It gives a ratio of 0.387, much closer to the 0.360 of Muto's law than to equation (5).

### Releasing independence

At $S=0$, let nearest neighbours have $\langle\eta_i\eta_j\rangle=\alpha_1/4$, and let more distant pairs be uncorrelated. Summing the phases $e^{i\mathbf q\cdot\mathbf d}$ over the eight neighbour vectors multiplies the scattering power by

$$1+8\alpha_1\gamma(\mathbf q),\qquad\gamma(\mathbf q)=\cos\tfrac{q_xa}2\cos\tfrac{q_ya}2\cos\tfrac{q_za}2 .$$

With $\mathbf q=\mathbf k-\mathbf k'$, each cosine is $\cos\theta_i\cos\theta_i'+\sin\theta_i\sin\theta_i'$. Set $C=-\varepsilon_F/8t$, which is the value of $\cos\theta_x\cos\theta_y\cos\theta_z$ on the Fermi surface, and $u=\sin\theta_x\cos\theta_y\cos\theta_z$, so that $v_x=4ta\,u$. Averaged over $\mathbf k'$, terms odd in any component vanish. This leaves $\langle\gamma\rangle_{k'}=C^2$ for scattering out and $\langle\gamma u'\rangle_{k'}=u\langle u^2\rangle$ for scattering in. The velocity is thus an eigenfunction of $L$, and

$$\frac{\rho(0,\alpha_1)}{\rho(0,0)}=1+8\alpha_1\left(C^2-\langle u^2\rangle\right).$$

So $S$ alone does not fix the resistivity. If every atom is paired with one unlike neighbour, in random directions, then $\alpha_1=-1/8$. Near the band bottom $C\to1$ and $\langle u^2\rangle\to0$, and the ratio tends to zero: long waves do not resolve the two members of a pair.

### Releasing equal composition

For A fraction $c$, set $r_\alpha=c+S/2$ and $r_\beta=c-S/2$. The mean variance is

$$\tfrac12\left[r_\alpha(1-r_\alpha)+r_\beta(1-r_\beta)\right]=c(1-c)-\frac{S^2}4 .$$

For $c>1/2$, the limit $r_\alpha\le1$ requires $S\le2(1-c)$. Some scattering then remains at the largest possible order.

## Worked example

Take round parameters: $a=2.9$ Å, $t=0.6$ eV, $\Delta=1$ eV and $\varepsilon_F=-2$ eV. The site volume is 12.194 Å$^3$, $g=0.0833$ per eV, site and spin, and $\langle v_x^2\rangle=9.046$ eV$^2$ Å$^2$, where $v_x$ stands for $\partial\varepsilon/\partial k_x$. Equation (3) at $S=0$ gives

$$\rho(0)=\frac{\pi\times12.194\times1^2}{4\times9.046}\ \text{Å}\times\frac{\hbar}{e^2}=43.5\ \mu\Omega\,\text{cm}.$$

At $S=0.9$ the law multiplies this by $1-0.81=0.19$:

$$\rho(0.9)=8.3\ \mu\Omega\,\text{cm}=8.3\times10^{-8}\ \Omega\,\text{m}.$$

The fraction of wrongly placed atoms is $x=(1-S)/2=0.05$. In terms of $x$, $1-S^2=4x(1-x)$, so near perfect order the resistivity is linear in the fraction $x$ of misplaced atoms, with slope $4\rho(0)$. Moving from $S=0.90$ to $S=0.95$ almost halves it, to 4.2 μΩ cm.

Taken alone, the ordered mean crystal would raise the value at $S=0.9$ by the factor $1+0.81/8=1.10$, to 9.1 μΩ cm. This is not the whole correction at that order in $\Delta$, because multiple scattering enters too. The coherent potential approximation estimates it at $S=0$ by replacing the site energies $\pm\delta$, $\delta=\Delta/2$, with one complex energy $\Sigma$ for which single-site scattering vanishes on average:

$$\sum_{\pm}\frac{\pm\delta-\Sigma}{1-(\pm\delta-\Sigma)F}=0\quad\Longrightarrow\quad\Sigma=F(\delta^2-\Sigma^2).$$

Here $F$ is the site-diagonal propagator in the effective medium. Dropping $\Sigma^2$ and using the clean-crystal $F$ recovers Born. At the same Fermi surface, the level width is 0.92 of the Born value. Putting the effective medium into (4) at fixed filling gives 40.0 μΩ cm at $S=0$, so by this estimate, which omits crossed scattering between sites, the Born resistivity is about nine per cent too high. With a separate $\Sigma$ for each sublattice, the same method gives 7.7 μΩ cm at $S=0.9$, which is below the Born value of 8.3. The ratio of the two resistivities is 0.193, close to the 0.190 of Muto's law: within this approximation, the law describes the ratio better than the Born formula describes either value.

Complete unlike pairing at $S=0$ changes the resistivity by the factor 1.013. The effect is small at this filling because $C^2=0.4167^2=0.174$ nearly cancels $\langle u^2\rangle=0.187$. An A fraction of 0.51 limits $S$ to 0.98 and leaves 0.039 of $\rho(0)$, or 1.7 μΩ cm, where the equiatomic law would reach zero at $S=1$. This figure holds the states fixed. With ordered states and multiple scattering, the coherent potential approximation at the same filling gives 1.2 μΩ cm for an A fraction of 0.51 and 2.0 μΩ cm for 0.49, because excess A and excess B atoms then scatter differently.

## Beside a real interconnect metal

NiAl, a B2 compound considered for interconnects, has a lattice parameter of roughly 2.9 Å and, when well ordered, a room-temperature resistivity of roughly 10 μΩ cm. The model shares these scales but is not a band structure of NiAl. It also contains only exchanged atoms, whereas Al-rich NiAl has vacancies on Ni sites as well. Its 0.24 conduction electrons per atom is far below a typical metal's value, and the $S=0$ state serves as a reference.

Two assumptions fail strongly in a device. At 300 K, a rough electron–phonon coupling $\lambda=0.2$ gives a scattering rate $2\pi\lambda k_BT=0.032$ eV, against 0.025 eV from disorder at $S=0.9$. This is the high-temperature form; for Debye temperatures between 400 and 560 K the Bloch–Grüneisen factor lowers it by about 10 to 17 per cent. If the rates add, phonons contribute about 9 to 11 μΩ cm and more than double the resistivity. The disorder-limited free path at $S=0.9$ is 209 Å, twice the width of a 100 Å line. If every collision with a wall randomized the velocity, following straight paths for the velocities on the model's Fermi surface gives an added resistivity of about 12 μΩ cm in a square wire of this width along a cube axis, and about 6 μΩ cm in a (001) film of this thickness, with phonons left out. The Fermi surface is anisotropic, so these values depend on orientation: a wire along [110] gives about 18 μΩ cm and a (111) film about 10 μΩ cm. For these parameters, with phonons included, better order lowers the disorder part of the total and leaves the wall part almost unchanged. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
lattice parameter a = 2.9 angstrom
hopping t = 0.6 eV
site-energy difference Delta = 1.0 eV
Fermi energy from band centre = -2.0 eV
site volume = 12.194 angstrom^3
electrons per atom = 0.239
density of states g = 0.0833 per eV, site and spin
same from k grid = 0.0835 per eV, site and spin
Fermi average of v_x^2 = 9.046 eV^2 angstrom^2
Fermi average of u^2 = 0.1867
C = -e_F/(8t) = 0.4167
scattering rate at S=0 = 0.1309 eV
scattering rate at S=0.9 = 0.0249 eV
S, 1-S^2, Muto rho, rho with ordered mean crystal (muohm cm)
  0.00  1.0000  43.49  43.49
  0.50  0.7500  32.62  33.64
  0.80  0.3600  15.66  16.91
  0.90  0.1900  8.26  9.10
  0.95  0.0975  4.24  4.72
  1.00  0.0000  0.00  0.00
main result, S=0.9: 8.264e-08 ohm m
k-grid rho(0) = 43.58 muohm cm
k-grid rho(0.9)/rho(0), Delta=1 eV = 0.2095
  formula = 0.2092
k-grid rho(0.8)/rho(0), Delta=2 eV = 0.4771
  formula = 0.4752
wave test: Delta = 0.4 eV, time = 8.0 /eV
  sites = 32768, starting waves = 8
  survival loss S=0 = 0.1699, golden rule 0.1676
  velocity loss S=0 = 0.1714
  survival-loss ratio S=0.6 to 0 = 0.640
  velocity-loss ratio S=0.6 to 0 = 0.637
  expected 1-S^2 = 0.640
neglected effects:
  ordered mean crystal, factor at S=0.9 = 1.1013
  CPA width / Born width at S=0 = 0.9197
  unlike pairing at S=0, rho ratio = 1.0131
  A fraction 0.51: largest S = 0.98
  rho left there / rho(0) = 0.0392
  that is 1.70 muohm cm
  phonons: T = 300 K, rough coupling = 0.2
  phonon rate = 0.0325 eV
  phonon resistivity = 10.79 muohm cm
  mean free path at S=0.9 = 209 angstrom
  line width = 100 angstrom
  free path / line width = 2.09
```
